# Depth variance of a tilted ion implant, with an arsenic example: a program that tests the result

```python
"""
Depth straggle of a tilted ion implant.

Result under test: if the stopping points of ions have, in beam coordinates,
longitudinal variance sp^2, transverse variance st^2 and no covariance, then
for a beam tilted by theta from the surface normal the depth z has
    mean      Rp cos(theta)
    variance  sp^2 cos^2(theta) + st^2 sin^2(theta).

Symbols: s, u   beam coordinates (along the beam; transverse, in plane)
         x, z   wafer coordinates (along the surface; depth, inward)
         Rp     mean range along the beam
Lengths are in nm, fluences in cm^-2, concentrations in cm^-3.
"""
import numpy as np
from scipy import constants, integrate, optimize, stats

NM_IN_CM = constants.nano / constants.centi

# Rough typical values: arsenic near 100 keV in preamorphised silicon
Rp, sp, st = 70.0, 25.0, 18.0
tilt_deg = 30.0
theta = np.radians(tilt_deg)
fluence = 2e13          # per area normal to the beam


def depth_variance(angle, long_sd=sp, trans_sd=st):
    return (long_sd * np.cos(angle))**2 + (trans_sd * np.sin(angle))**2


def cloud_density(x, z, angle, rho=0.0):
    """Joint Gaussian defined in beam coordinates, evaluated at (x, z)."""
    s = x * np.sin(angle) + z * np.cos(angle)
    u = x * np.cos(angle) - z * np.sin(angle)
    a, b = (s - Rp) / sp, u / st
    q = (a * a - 2 * rho * a * b + b * b) / (1 - rho**2)
    return np.exp(-q / 2) / (2 * np.pi * sp * st * np.sqrt(1 - rho**2))


def grid_moments(angle, rho=0.0):
    """Moments by direct summation of the density over a fine grid."""
    offset = np.arange(-250.0, 251.0)
    x = (Rp * np.sin(angle) + offset)[:, None]
    z = (Rp * np.cos(angle) + offset)[None, :]
    w = cloud_density(x, z, angle, rho)
    total = w.sum()
    mx, mz = (w * x).sum() / total, (w * z).sum() / total
    vx = (w * (x - mx)**2).sum() / total
    vz = (w * (z - mz)**2).sum() / total
    cxz = (w * (x - mx) * (z - mz)).sum() / total
    return total, mz, vz, vx, cxz


# --- Moments of the rotated cloud, by quadrature, at several tilts
for deg in (0, 7, 30, 45, 60):
    t = np.radians(deg)
    total, mz, vz, vx, cxz = grid_moments(t)
    assert abs(total - 1) < 1e-8
    assert abs(mz - Rp * np.cos(t)) < 1e-6
    assert abs(vz - depth_variance(t)) < 1e-5
    assert abs(vx - (sp * np.sin(t))**2 - (st * np.cos(t))**2) < 1e-5
    assert abs(cxz - (sp**2 - st**2) * np.sin(t) * np.cos(t)) < 1e-5

# --- A correlated cloud must break the simple law by the cross term
rho_test = 0.3
cross_term = -2 * rho_test * sp * st * np.sin(theta) * np.cos(theta)
var_correlated = grid_moments(theta, rho_test)[2]
assert abs(var_correlated - depth_variance(theta) - cross_term) < 1e-5

# --- Shape: integrating the joint density over x leaves a Gaussian in depth
mean_z = Rp * np.cos(theta)
sz = np.sqrt(depth_variance(theta))
x_line = np.arange(-300.0, 401.0)
for z0 in (0.0, 30.0, 60.0, 90.0, 130.0):
    marginal = cloud_density(x_line, z0, theta).sum()
    assert abs(marginal / stats.norm.pdf(z0, mean_z, sz) - 1) < 1e-8

# --- Wafer dose: count evenly spaced parallel rays landing on the surface
ray_gap = 0.01
ray_u = np.arange(-500.0, 500.0, ray_gap)
start_x = ray_u * np.cos(theta) - 1000 * np.sin(theta)
start_z = -ray_u * np.sin(theta) - 1000 * np.cos(theta)
path = -start_z / np.cos(theta)
landing_x = start_x + path * np.sin(theta)
dose_factor = np.count_nonzero(np.abs(landing_x) < 100) * ray_gap / 200
assert abs(dose_factor - np.cos(theta)) < 2e-4   # counting granularity


# --- Random flights in an isotropic medium; nothing Gaussian is assumed
def random_flights(angle, seed, ions=200_000, flights=12):
    """Exponential free paths (mean 1), small random deflections between."""
    rng = np.random.default_rng(seed)
    direction = np.tile([np.sin(angle), 0.0, np.cos(angle)], (ions, 1))
    position = np.zeros((ions, 3))
    for _ in range(flights):
        position += rng.exponential(size=(ions, 1)) * direction
        g = rng.normal(size=(ions, 3))
        g -= (g * direction).sum(axis=1, keepdims=True) * direction
        g /= np.linalg.norm(g, axis=1, keepdims=True)
        bend = rng.rayleigh(0.1, size=(ions, 1))
        direction = np.cos(bend) * direction + np.sin(bend) * g
    return position


mc_deg = 50.0
mc_angle = np.radians(mc_deg)
normal_run = random_flights(0.0, seed=1)
tilted_run = random_flights(mc_angle, seed=2)
s_mc, u_mc = normal_run[:, 2], normal_run[:, 0]
vs, vu = s_mc.var(), 0.5 * (u_mc.var() + normal_run[:, 1].var())
mc_predicted = depth_variance(mc_angle, np.sqrt(vs), np.sqrt(vu))
mc_found = tilted_run[:, 2].var()
mc_skew = stats.skew(s_mc)
corr_su = np.corrcoef(s_mc, u_mc)[0, 1]
corr_su2 = np.corrcoef(s_mc, u_mc**2)[0, 1]
mc_cov = np.cov(tilted_run[:, 0], tilted_run[:, 2])[0, 1]
# Sampling error of each variance is about 0.4 percent
assert abs(mc_found / mc_predicted - 1) < 0.02
assert abs(tilted_run[:, 2].mean() / (s_mc.mean() * np.cos(mc_angle)) - 1) < 0.01
assert abs(mc_cov - (vs - vu) * np.sin(mc_angle) * np.cos(mc_angle)) < 0.02 * vs
assert abs(corr_su) < 0.015      # uncorrelated, within sampling error
assert corr_su2 > 0.05           # yet not independent
assert mc_skew > 0.2             # and not Gaussian

# --- Worked example
long_part = (sp * np.cos(theta))**2
trans_part = (st * np.sin(theta))**2
sx = np.sqrt((sp * np.sin(theta))**2 + (st * np.cos(theta))**2)
cov_xz = (sp**2 - st**2) * np.sin(theta) * np.cos(theta)
wafer_dose = fluence * np.cos(theta)
peak = wafer_dose / (np.sqrt(2 * np.pi) * sz * NM_IN_CM)
peak_untilted = fluence / (np.sqrt(2 * np.pi) * sp * NM_IN_CM)

# --- Neglected effect: part of the cloud lies above the surface
lost = stats.norm.cdf(-mean_z / sz)
lost_direct = integrate.quad(
    lambda s: stats.norm.pdf(s, Rp, sp)
    * stats.norm.sf(s * np.cos(theta) / (st * np.sin(theta))),
    Rp - 9 * sp, Rp + 9 * sp, points=[0.0, Rp], limit=200)[0]
assert abs(lost - lost_direct) < 1e-7
sz_retained = stats.truncnorm.std(-mean_z / sz, np.inf, loc=mean_z, scale=sz)

# --- Neglected effect: skewness (same mean and variance, Pearson III shape)
skew_assumed, level = 0.4, 1e17
gauss_shape = stats.norm(mean_z, sz)
skew_shape = stats.pearson3(skew_assumed, loc=mean_z, scale=sz)
assert abs(skew_shape.std() - sz) < 1e-8


def depth_at_level(shape):
    return optimize.brentq(
        lambda z: wafer_dose * shape.pdf(z) / NM_IN_CM - level,
        mean_z, mean_z + 200)


z_gauss, z_skew = depth_at_level(gauss_shape), depth_at_level(skew_shape)
z3 = mean_z + 3 * sz
tail_ratio = skew_shape.pdf(z3) / gauss_shape.pdf(z3)

# --- Neglected effect: angular spread of the beam, averaged over tilt
spread_deg = 1.0
spread = np.radians(spread_deg)
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
tilts = theta + spread * nodes
m1 = (weights * Rp * np.cos(tilts)).sum()
m2 = (weights * (depth_variance(tilts) + (Rp * np.cos(tilts))**2)).sum()
sz_spread = np.sqrt(m2 - m1**2)
# The short formula omits a smaller term, worth about 0.001 nm here
assert abs(sz_spread - np.sqrt(sz**2 + (Rp * np.sin(theta) * spread)**2)) < 0.002

# --- Neglected effect: diffusion in a short anneal, adds 2 D t to variance
D_cm2, anneal_s = 1e-14, 10.0
D_nm2 = D_cm2 / NM_IN_CM**2
added = 2 * D_nm2 * anneal_s
z_grid = np.arange(-200.0, 321.0)
profile = gauss_shape.pdf(z_grid)
steps = 100
for _ in range(steps):
    curvature = np.zeros_like(profile)
    curvature[1:-1] = profile[2:] - 2 * profile[1:-1] + profile[:-2]
    profile = profile + D_nm2 * anneal_s / steps * curvature
centre = (profile * z_grid).sum() / profile.sum()
var_annealed = (profile * (z_grid - centre)**2).sum() / profile.sum()
assert abs(var_annealed - sz**2 - added) < 1e-4
sz_annealed = np.sqrt(sz**2 + added)

# --- Neglected effect: channelled fraction, were the silicon crystalline
f_ch, depth_ratio = 0.05, 2.0
shift = (depth_ratio - 1) * mean_z
sz_channel = np.sqrt(sz**2 + f_ch * (1 - f_ch) * shift**2)
mix = ((1 - f_ch) * gauss_shape.pdf(z_grid)
       + f_ch * stats.norm.pdf(z_grid, mean_z + shift, sz))
mix_mean = (mix * z_grid).sum() / mix.sum()
mix_var = (mix * (z_grid - mix_mean)**2).sum() / mix.sum()
assert abs(np.sqrt(mix_var) - sz_channel) < 1e-3

print("INPUTS (rough: As near 100 keV, preamorphised Si)")
print(f"Mean range along beam Rp = {Rp:.1f} nm")
print(f"Longitudinal straggle sp = {sp:.1f} nm")
print(f"Transverse straggle st = {st:.1f} nm")
print(f"Tilt = {tilt_deg:.1f} degrees")
print(f"Fluence normal to beam = {fluence:.2e} cm^-2")
print("RESULTS")
print(f"Mean depth = {mean_z:.2f} nm")
print(f"Longitudinal part of depth variance = {long_part:.2f} nm^2")
print(f"Transverse part of depth variance = {trans_part:.2f} nm^2")
print(f"Depth variance = {sz**2:.2f} nm^2")
print(f"Depth straggle = {sz:.2f} nm")
print(f"Incomplete guess sp cos(theta) = {sp * np.cos(theta):.2f} nm")
print(f"Lateral straggle in plane of incidence = {sx:.2f} nm")
print(f"Covariance of x and z = {cov_xz:.2f} nm^2")
print(f"Dose per wafer area = {wafer_dose:.3e} cm^-2")
print(f"Peak concentration = {peak:.3e} cm^-3")
print(f"Peak concentration at zero tilt = {peak_untilted:.3e} cm^-3")
for deg in (0, 7, 30, 45, 60):
    t = np.radians(deg)
    print(f"Tilt {deg:2d} deg: mean depth {Rp * np.cos(t):.2f} nm, "
          f"depth straggle {np.sqrt(depth_variance(t)):.2f} nm")
print(f"Correlated cloud, coefficient {rho_test:.1f}: "
      f"depth variance = {var_correlated:.2f} nm^2")
print("RANDOM FLIGHTS (lengths in mean free paths)")
print(f"Normal incidence: variances {vs:.3f} along, {vu:.3f} across")
print(f"Skewness along beam = {mc_skew:.3f}")
print(f"Correlation of s with u = {corr_su:.4f}, with u^2 = {corr_su2:.3f}")
print(f"Tilt {mc_deg:.0f} deg: depth variance predicted {mc_predicted:.3f}, "
      f"simulated {mc_found:.3f}")
print("NEGLECTED EFFECTS (their inputs are rough assumptions)")
print(f"Part of cloud above surface = {100 * lost:.2f} percent")
print(f"Depth straggle of the part below surface = {sz_retained:.2f} nm")
print(f"Assumed depth skewness = {skew_assumed:.1f}")
print(f"Depth at {level:.0e} cm^-3: Gaussian {z_gauss:.1f} nm, "
      f"skewed {z_skew:.1f} nm")
print(f"Mean depth plus 3 straggles = {z3:.1f} nm")
print(f"Skewed/Gaussian density ratio there = {tail_ratio:.2f}")
print(f"Beam spread {spread_deg:.1f} deg rms: straggle = {sz_spread:.3f} nm "
      f"(without: {sz:.3f} nm)")
print(f"Anneal: D = {D_cm2:.0e} cm^2/s, t = {anneal_s:.0f} s, "
      f"2Dt = {added:.1f} nm^2")
print(f"Depth straggle after anneal = {sz_annealed:.2f} nm")
print(f"Factor on D that would double the variance = {sz**2 / added:.1f}")
print(f"Channelled {100 * f_ch:.0f} percent at {depth_ratio:.0f} x mean depth: "
      f"straggle = {sz_channel:.2f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS (rough: As near 100 keV, preamorphised Si)
Mean range along beam Rp = 70.0 nm
Longitudinal straggle sp = 25.0 nm
Transverse straggle st = 18.0 nm
Tilt = 30.0 degrees
Fluence normal to beam = 2.00e+13 cm^-2
RESULTS
Mean depth = 60.62 nm
Longitudinal part of depth variance = 468.75 nm^2
Transverse part of depth variance = 81.00 nm^2
Depth variance = 549.75 nm^2
Depth straggle = 23.45 nm
Incomplete guess sp cos(theta) = 21.65 nm
Lateral straggle in plane of incidence = 19.98 nm
Covariance of x and z = 130.34 nm^2
Dose per wafer area = 1.732e+13 cm^-2
Peak concentration = 2.947e+18 cm^-3
Peak concentration at zero tilt = 3.192e+18 cm^-3
Tilt  0 deg: mean depth 70.00 nm, depth straggle 25.00 nm
Tilt  7 deg: mean depth 69.48 nm, depth straggle 24.91 nm
Tilt 30 deg: mean depth 60.62 nm, depth straggle 23.45 nm
Tilt 45 deg: mean depth 49.50 nm, depth straggle 21.78 nm
Tilt 60 deg: mean depth 35.00 nm, depth straggle 19.98 nm
Correlated cloud, coefficient 0.3: depth variance = 432.84 nm^2
RANDOM FLIGHTS (lengths in mean free paths)
Normal incidence: variances 11.012 along, 5.103 across
Skewness along beam = 0.597
Correlation of s with u = 0.0025, with u^2 = 0.227
Tilt 50 deg: depth variance predicted 7.545, simulated 7.591
NEGLECTED EFFECTS (their inputs are rough assumptions)
Part of cloud above surface = 0.49 percent
Depth straggle of the part below surface = 23.01 nm
Assumed depth skewness = 0.4
Depth at 1e+17 cm^-3: Gaussian 121.6 nm, skewed 126.9 nm
Mean depth plus 3 straggles = 131.0 nm
Skewed/Gaussian density ratio there = 2.17
Beam spread 1.0 deg rms: straggle = 23.454 nm (without: 23.447 nm)
Anneal: D = 1e-14 cm^2/s, t = 10 s, 2Dt = 20.0 nm^2
Depth straggle after anneal = 23.87 nm
Factor on D that would double the variance = 27.5
Channelled 5 percent at 2 x mean depth: straggle = 26.91 nm
ALL CHECKS PASSED
```
